**Electron wind on a jellium impurity in a temperature gradient at zero current**

The program tests F = −(L₀/T) Cov(W,E) ∇T = m q Cov(W,E)/Var(E), where W is electron speed times transport cross section, q is the electronic heat flux, and the averages use the weight (−df₀/dE)k³τ/(3π²) with integral L₀. It asserts that the force computed from the wave function at the surface of a square well agrees with the phase-shift cross section, and that the phase shifts for l = 0 to 2 agree with level counts in a large box. It asserts that the force and heat flux agree with an independent integration along electron paths, and that F/q approaches m dW/dE at low temperature with an error falling as T². It also asserts that a non-constant W can give zero force for one background relaxation time but not for another, and that momentum balance holds when the impurities are the only scatterers. For the copper-like example the output gives a wind of 7.4×10⁻⁹ eV/Å toward the hot side at 1 K/μm. A deliberately large estimate of the omitted phonon wind is 8.9 times greater and opposite, so the result is not a prediction of the total force.

## Verification by program

```python
"""Electron wind on a jellium impurity in a temperature gradient, zero current.

Result under test: F = -(L0/T) Cov(W,E) grad T = q Cov(W,E)/Var(E)
  W = v*sigma_tr : speed times transport cross section of the impurity
  Cov, Var       : averages over energy with weight (-df0/dE) k^3 tau/(3 pi^2)
  L0             : integral of that weight;  q : electronic heat flux
At low temperature F -> q dW/dE at the chemical potential.
Atomic units inside (m = e = hbar = 1, T means k_B T); output in eV, angstrom.
The impurity is a square well, V = -depth for r < radius.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import (spherical_jn, spherical_yn, expit, xlogy,
                           eval_legendre)

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_M = sc.physical_constants["Bohr radius"][0]
BOHR = BOHR_M * 1e10
TIME_S = sc.physical_constants["atomic unit of time"][0]
KB_EV = sc.k / sc.e

# Inputs: round values, roughly those of a copper line
mu_eV, T_K, mfp_A, grad_K_A = 7.0, 600.0, 200.0, 1e-4
tau_power, excess_charge = 1.5, 1.0
debye_K, lattice_kappa, sound_speed = 340.0, 5.0, 3000.0  # rough; SI for last two

mu = mu_eV / HARTREE
T = KB_EV * T_K / HARTREE
grad = KB_EV * grad_K_A / HARTREE * BOHR      # gradient of k_B T
k_mu = np.sqrt(2 * mu)
tau_mu = mfp_A / BOHR / k_mu
radius = (9 * np.pi / 4) ** (1 / 3) / k_mu    # sphere holding one electron
LMAX = 6
ells = np.arange(LMAX + 1)


def phase_shifts(E, depth):
    """Phase shifts in [0, pi), one row per angular momentum."""
    E = np.atleast_1d(E)
    k, p = np.sqrt(2 * E), np.sqrt(2 * (E + depth))
    rows = []
    for l in ells:
        inside = spherical_jn(l, p * radius)
        slope = p * spherical_jn(l, p * radius, derivative=True)
        num = (k * spherical_jn(l, k * radius, derivative=True) * inside
               - spherical_jn(l, k * radius) * slope)
        den = (k * spherical_yn(l, k * radius, derivative=True) * inside
               - spherical_yn(l, k * radius) * slope)
        rows.append(np.mod(np.arctan2(num, den), np.pi))
    return np.array(rows)


def displaced_electrons(E, depth):
    return 2 / np.pi * ((2 * ells + 1) @ phase_shifts(E, depth))


depth = brentq(lambda d: displaced_electrons(mu, d)[0] - excess_charge,
               0.01, 0.3)


def cross_section(E):
    d = phase_shifts(E, depth)
    return (4 * np.pi / (2 * np.atleast_1d(E))
            * ((ells[:-1] + 1) @ np.sin(d[:-1] - d[1:]) ** 2))


def speed_times_section(E):
    return np.sqrt(2 * np.atleast_1d(E)) * cross_section(E)


def surface_force(E):
    """Force on the well from a unit-density wave: integral of |psi|^2 grad V."""
    E = np.atleast_1d(E)
    k = np.sqrt(2 * E)
    c, cw = np.polynomial.legendre.leggauss(24)
    d = phase_shifts(E, depth)
    psi = np.zeros((len(E), len(c)), complex)
    for l in ells:
        radial = (np.cos(d[l]) * spherical_jn(l, k * radius)
                  - np.sin(d[l]) * spherical_yn(l, k * radius))
        psi += np.outer((2 * l + 1) * 1j ** l * np.exp(1j * d[l]) * radial,
                        eval_legendre(l, c))
    return depth * radius ** 2 * 2 * np.pi * (np.abs(psi) ** 2 @ (c * cw))


# Test: force from the wave function against the phase-shift cross section
E_test = np.linspace(3, 12, 10) / HARTREE
assert np.allclose(surface_force(E_test), 2 * E_test * cross_section(E_test),
                   rtol=1e-8)

# Test: phase shift / pi counts the levels pulled in, from levels in a big box.
# A higher temperature smooths the discrete levels; the grid error is O(h^2).
T_box, h = 0.025, radius / 100.5
r = h * np.arange(1, 2251)
x, xw = np.polynomial.legendre.leggauss(500)
E_box = 0.6 * (x + 1) + 1e-5
fp_box = 1 / (4 * T_box * np.cosh((E_box - mu) / (2 * T_box)) ** 2)
d_box = phase_shifts(E_box, depth)
box_error = 0.0
for l in range(3):
    filled = []
    for well in (0.0, depth):
        diag = 1 / h ** 2 + l * (l + 1) / (2 * r ** 2) - well * (r < radius)
        off = np.full(len(r) - 1, -0.5 / h ** 2)
        levels = eigh_tridiagonal(diag, off, eigvals_only=True,
                                  select="v", select_range=(-1.0, 1.2))
        filled.append(expit(-(levels - mu) / T_box).sum())
    counted = filled[1] - filled[0]
    expected = np.sum(0.6 * xw * fp_box * d_box[l]) / np.pi
    box_error = max(box_error, abs(counted - expected))
assert box_error < 2e-3

# Energy window of 30 k_B T on both sides of the chemical potential
node, node_w = np.polynomial.legendre.leggauss(240)


def window(temp):
    eps = 30 * temp * node
    minus_fp = 1 / (4 * temp * np.cosh(eps / (2 * temp)) ** 2)
    return mu + eps, 30 * temp * node_w, minus_fp


def tau_law(E, power):
    return tau_mu * (E / mu) ** power


def moments(temp, tau, W):
    """L0, mean of E-mu, Cov(W,E), Var(E) with the transport weight."""
    E, wt, minus_fp = window(temp)
    w = wt * minus_fp * (2 * E) ** 1.5 * tau / (3 * np.pi ** 2)
    L0 = w.sum()
    mean = w @ (E - mu) / L0
    dev = E - mu - mean
    return L0, mean, w @ (dev * W) / L0, w @ dev ** 2 / L0


E, wt, minus_fp = window(T)
eps = E - mu
k = np.sqrt(2 * E)
W = speed_times_section(E)
L0, mean, cov, var = moments(T, tau_law(E, tau_power), W)
force = -L0 * cov * grad / T
heat_flux = -L0 * var * grad / T
slope = cov / var

# Independent road: each electron keeps the local equilibrium occupation of the
# place of its last collision, a time t ago with probability exp(-t/tau)/tau.
cosine, cos_w = np.polynomial.legendre.leggauss(8)
lag, lag_w = np.polynomial.laguerre.laggauss(8)


def path_flow(pull, grad_mu, grad_T, power, wave_force):
    """Particle flux, heat flux and impurity force; pull = force on electron."""
    t = tau_law(E, power)[:, None, None] * lag
    place = -k[:, None, None] * cosine[:, None] * t + pull * t ** 2 / 2
    kinetic = E[:, None, None] + pull * place
    f = expit(-(kinetic - mu - grad_mu * place) / (T + grad_T * place)) @ lag_w
    base = wt * k * (f @ (cosine * cos_w)) / (2 * np.pi ** 2)
    return np.array([base @ k, base @ (k * eps), base @ wave_force])


def path_zero_current(power, wave_force):
    grad_mu, trial = 0.05 * grad, 0.2 * grad
    j0 = path_flow(0.0, grad_mu, grad, power, wave_force)[0]
    j1 = path_flow(trial, grad_mu, grad, power, wave_force)[0]
    pull = -j0 * trial / (j1 - j0)
    return pull - grad_mu, path_flow(pull, grad_mu, grad, power, wave_force)


wave = surface_force(E)
G_path, (J_path, q_path, F_path) = path_zero_current(tau_power, wave)
assert abs(G_path / (mean * grad / T) - 1) < 1e-4
assert abs(q_path / heat_flux - 1) < 1e-4
assert abs(F_path / force - 1) < 1e-4

# Test: an isothermal current gives force = W(mu) times particle flux
J_iso, _, F_iso = path_flow(0.1 * grad, 0.0, 0.0, tau_power, wave)
W_mu = speed_times_section(mu)[0]
assert abs(F_iso / J_iso / W_mu - 1) < 3e-3   # thermal width correction

# Test: force/heat flux tends to dW/dE, with an error that falls as T^2
step = 1e-4
W_slope = (speed_times_section(mu + step)[0]
           - speed_times_section(mu - step)[0]) / (2 * step)
errors = []
for temp in (T, T / 2):
    Et = window(temp)[0]
    m = moments(temp, tau_law(Et, tau_power), speed_times_section(Et))
    errors.append(m[2] / m[3] - W_slope)
assert 3.5 < errors[0] / errors[1] < 4.5

# Test: the ratio hardly depends on the background, nor on the shape of f1
other = moments(T, tau_law(E, -0.5), W)
slope_other = other[2] / other[3]
assert abs(slope_other / slope - 1) < 1e-2
w_shape = wt * minus_fp * k ** 3
shape = eps ** 3 - (w_shape @ eps ** 3) / w_shape.sum()
slope_shape = (w_shape @ (shape * W)) / (w_shape @ (shape * eps))
assert abs(slope_shape / W_slope - 1) < 2e-2

# Test: a non-constant W can give zero force for one background, not for another
E_zero = brentq(lambda c: moments(T, tau_law(E, tau_power), (E - c) ** 2)[2],
                mu - 5 * T, mu + 5 * T)
parabola_force = k * (E - E_zero) ** 2
F_zero = path_zero_current(tau_power, parabola_force)[1][2]
F_other = path_zero_current(-0.5, parabola_force)[1][2]
accident = moments(T, tau_law(E, -0.5), (E - E_zero) ** 2)
W_par = (E - E_zero) ** 2
w_par = wt * minus_fp * k ** 3 * tau_law(E, -0.5)
w_par = w_par / w_par.sum()
spread = np.sqrt(w_par @ (W_par - w_par @ W_par) ** 2)
correlation = accident[2] / (spread * np.sqrt(accident[3]))
assert abs(F_zero) < 1e-2 * abs(F_other)
assert abs(correlation) > 0.01

# Test: momentum balance when these impurities are the only scatterers
n_imp = 1e-5
Li, mean_i, cov_i, _ = moments(T, 1 / (n_imp * W), W)
F_only = -Li * cov_i * grad / T
occ = expit(-eps / T)
empty = expit(eps / T)
dos = k / np.pi ** 2
density = (2 * (mu - 30 * T)) ** 1.5 / (3 * np.pi ** 2) + wt @ (dos * occ)
entropy = -wt @ (dos * (xlogy(occ, occ) + xlogy(empty, empty)))
balance = (density * mean_i * grad / T - entropy * grad) / n_imp
assert abs(F_only / balance - 1) < 1e-6

# Sizes of what the wind formula leaves out
grad_mu = -(wt @ (dos * minus_fp * eps)) / (wt @ (dos * minus_fp)) * grad / T
direct = -excess_charge * (mean * grad / T + grad_mu)
extra = displaced_electrons(E, depth)
static = (grad * (wt @ (extra * minus_fp * eps)) / T
          + grad_mu * (wt @ (extra * minus_fp)))
area_m2 = np.pi * (radius * BOHR_M) ** 2
phonon = (-lattice_kappa * grad_K_A * 1e10 * area_m2 / sound_speed
          / sc.e * 1e-10)

to_force = HARTREE / BOHR
fs = TIME_S * 1e15
kappa = -heat_flux / grad * sc.k / (TIME_S * BOHR_M)
sigma_A = cross_section(mu)[0] * BOHR ** 2
log_slope = W_slope * mu / W_mu
v_A_fs = k_mu * BOHR / fs
q_out = heat_flux * HARTREE / (BOHR ** 2 * fs)
j_equal = abs(force / W_mu) * sc.e / (TIME_S * BOHR_M ** 2) / 1e10
leading = W_slope * heat_flux
hand = 2 * log_slope * sigma_A * q_out / v_A_fs / mu_eV * mu_eV
assert abs(hand / (leading * to_force) - 1) < 1e-8
d_mu = phase_shifts(mu, depth)[:, 0]

print(f"chemical potential: {mu_eV:.1f} eV")
print(f"temperature: {T_K:.0f} K")
print(f"thermal energy k_B T: {T * HARTREE:.5f} eV")
print(f"mean free path: {mfp_A:.0f} angstrom")
print(f"exponent of tau(E): {tau_power:.1f}")
print(f"temperature gradient: {grad_K_A:.1e} K/angstrom")
print(f"excess charge of impurity: {excess_charge:.0f} e")
print(f"well radius: {radius * BOHR:.4f} angstrom")
print(f"well depth from Friedel sum: {depth * HARTREE:.4f} eV")
for l in range(4):
    print(f"phase shift l={l}: {d_mu[l]:.5f} rad")
print(f"largest box-count error: {box_error:.1e} levels")
print(f"transport cross section: {sigma_A:.4f} angstrom^2")
print(f"electron speed: {v_A_fs:.3f} angstrom/fs")
print(f"relaxation time: {tau_mu * fs:.3f} fs")
print(f"d ln W / d ln E at mu: {log_slope:.4f}")
print(f"mean of E-mu, transport weight: {mean * HARTREE:.3e} eV")
print(f"rms width of E: {np.sqrt(var) * HARTREE:.4f} eV")
print(f"electronic heat conductivity: {kappa:.1f} W/(m K)")
print(f"heat flux along grad T: {q_out:.4e} eV/(angstrom^2 fs)")
print(f"wind force along grad T: {force * to_force:.4e} eV/angstrom")
print(f"  the same: {force * to_force * 10:.4e} eV/nm")
print(f"wind force, electron paths: {F_path * to_force:.4e} eV/angstrom")
print(f"wind force, leading order: {leading * to_force:.4e} eV/angstrom")
print(f"thermal-width correction: {100 * (slope / W_slope - 1):.3f} %")
print(f"F/q change, tau exponent -0.5: {100 * (slope_other / slope - 1):.3f} %")
print(f"F/q vs dW/dE, cubic f1: {100 * (slope_shape / W_slope - 1):.3f} %")
print(f"heat of transport, wind part: {-force * T / grad * HARTREE:.5f} eV")
print(f"current density of equal wind: {j_equal:.5f} MA/cm2")
print(f"parabola minimum minus mu: {(E_zero - mu) * HARTREE:.5f} eV")
print(f"parabola, force ratio of two tau: {abs(F_zero / F_other):.1e}")
print(f"parabola, W-E correlation, other tau: {correlation:.4f}")
print(f"impurities only, force/balance: {F_only / balance:.8f}")
print(f"omitted direct field force: {direct * to_force:.3e} eV/angstrom")
print(f"omitted local-equilibrium force: {static * to_force:.3e} eV/angstrom")
print(f"lattice heat conductivity, rough: {lattice_kappa:.0f} W/(m K)")
print(f"sound speed, rough: {sound_speed:.0f} m/s")
print(f"phonon target area, upper: {area_m2 * 1e20:.3f} angstrom^2")
print(f"phonon wind, upper estimate: {phonon:.3e} eV/angstrom")
print(f"|phonon wind / electron wind|: {abs(phonon / (force * to_force)):.2f}")
print(f"Debye temperature, rough: {debye_K:.0f} K")
print(f"(Debye energy / k_B T)^2: {(debye_K / T_K) ** 2:.3f}")
print(f"lifetime width hbar/tau: {HARTREE / tau_mu:.4f} eV")
print(f"wave number times free path: {k_mu ** 2 * tau_mu:.1f}")
print(f"temperature change per path / T: {mfp_A * grad_K_A / T_K:.2e}")
print("every check passed")
```

Output:

```
chemical potential: 7.0 eV
temperature: 600 K
thermal energy k_B T: 0.05170 eV
mean free path: 200 angstrom
exponent of tau(E): 1.5
temperature gradient: 1.0e-04 K/angstrom
excess charge of impurity: 1 e
well radius: 1.4159 angstrom
well depth from Friedel sum: 4.1404 eV
phase shift l=0: 0.61444 rad
phase shift l=1: 0.26853 rad
phase shift l=2: 0.02778 rad
phase shift l=3: 0.00162 rad
largest box-count error: 3.1e-05 levels
transport cross section: 1.5780 angstrom^2
electron speed: 15.692 angstrom/fs
relaxation time: 12.745 fs
d ln W / d ln E at mu: -1.3319
mean of E-mu, transport weight: 3.768e-03 eV
rms width of E: 0.0938 eV
electronic heat conductivity: 443.1 W/(m K)
heat flux along grad T: -2.7655e-08 eV/(angstrom^2 fs)
wind force along grad T: 7.3985e-09 eV/angstrom
  the same: 7.3985e-08 eV/nm
wind force, electron paths: 7.3985e-09 eV/angstrom
wind force, leading order: 7.4084e-09 eV/angstrom
thermal-width correction: -0.134 %
F/q change, tau exponent -0.5: 0.180 %
F/q vs dW/dE, cubic f1: -0.051 %
heat of transport, wind part: -0.04439 eV
current density of equal wind: 0.00842 MA/cm2
parabola minimum minus mu: 0.00603 eV
parabola, force ratio of two tau: 1.8e-08
parabola, W-E correlation, other tau: -0.0478
impurities only, force/balance: 1.00000000
omitted direct field force: -5.233e-10 eV/angstrom
omitted local-equilibrium force: -1.624e-11 eV/angstrom
lattice heat conductivity, rough: 5 W/(m K)
sound speed, rough: 3000 m/s
phonon target area, upper: 6.298 angstrom^2
phonon wind, upper estimate: -6.551e-08 eV/angstrom
|phonon wind / electron wind|: 8.86
Debye temperature, rough: 340 K
(Debye energy / k_B T)^2: 0.321
lifetime width hbar/tau: 0.0516 eV
wave number times free path: 271.1
temperature change per path / T: 3.33e-05
every check passed
```
